# First-order decomposition in plug-flow and mixed reactors of equal residence time: test program

```python
# Result under test: for first-order decomposition with k*tau = 1, the conversion
# is 1 - 1/e in plug flow and 1/2 in an ideally mixed vessel (constant flow Q).
# k: rate constant, tau = V/Q: mean residence time, X: fraction of feed reacted,
# eps: fractional growth of volumetric flow at full conversion,
# Pe: flow speed * length / diffusion coefficient.
# The example is a dilute hafnium tert-butoxide feed with rough parameters.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import jn_zeros

TIGHT = dict(rtol=1e-10, atol=1e-12)


def plug_conversion(k, volume, flow, eps=0.0):
    """Integrate the slice balance along the reactor volume."""
    def slope(v, x):
        return k * (1 - x) / (flow * (1 + eps * x))
    return solve_ivp(slope, (0, volume), [0.0], **TIGHT).y[0, -1]


def mixed_conversion(k, volume, flow, eps=0.0):
    """Start with an empty vessel and follow the balance to steady state."""
    tau = volume / flow

    def slope(t, c):
        outflow_ratio = 1 + eps * k * tau * c
        return (1 - outflow_ratio * c) / tau - k * c
    c_end = solve_ivp(slope, (0, 40 * tau), [0.0], **TIGHT).y[0, -1]
    return k * tau * c_end


def dispersion_conversion(damkohler, pe):
    """Closed-end axial dispersion, analytic solution."""
    a = np.sqrt(1 + 4 * damkohler / pe)
    left = 4 * a * np.exp(pe / 2 * (1 - a))
    return 1 - left / ((1 + a)**2 - (1 - a)**2 * np.exp(-a * pe))


def dispersion_numeric(damkohler, pe, n=1000):
    """Finite-volume balance of the same closed vessel."""
    m = np.zeros((n, n))
    for i in range(n - 1):
        right_i, right_j = 0.5 + n / pe, 0.5 - n / pe
        m[i, i] += right_i
        m[i, i + 1] += right_j
        m[i + 1, i] -= right_i
        m[i + 1, i + 1] -= right_j
    m[-1, -1] += 1
    m += np.eye(n) * damkohler / n
    feed = np.zeros(n)
    feed[0] = 1
    return 1 - np.linalg.solve(m, feed)[-1]


def disk_operator(n, fixed_wall):
    """Minus the radial Laplacian on a unit disk, integrated over ring cells."""
    edges = np.linspace(0, 1, n + 1)
    dr = 1 / n
    m = np.zeros((n, n))
    for j in range(1, n):
        g = 2 * edges[j] / dr
        m[j - 1, j - 1] += g
        m[j, j] += g
        m[j - 1, j] -= g
        m[j, j - 1] -= g
    if fixed_wall:
        m[-1, -1] += 4 / dr
    return m, np.diff(edges**2), (edges[1:] + edges[:-1]) / 2


def laminar_conversion(damkohler, radial_mixing, n=200):
    """Parabolic flow with radial diffusion; radial_mixing = D*tau/radius^2."""
    m, area, r = disk_operator(n, False)
    weight = area * 2 * (1 - r**2)
    lam, vec = eigh(radial_mixing * m + damkohler * np.diag(area),
                    np.diag(weight))
    amplitude = vec.T @ weight
    return 1 - np.sum(amplitude**2 * np.exp(-lam)) / weight.sum()


# Inputs (rough typical values)
diameter, length = 0.05, 0.50
p_tube, p_chamber = const.torr, 0.1 * const.torr
sccm_tube, sccm_chamber = 100.0, 10.0
prefactor, barrier_ev = 1e13, 1.5
feed_fraction = 0.01
diff_ref, diff_temp = 0.05e-4, 300.0      # m2/s at 1 atm and this temperature
viscosity, conductivity, heat_cap = 2.9e-5, 0.044, 30.0
reaction_heat, inlet_temp = 200e3, 400.0
n2_diameter = 0.37e-9

radius = diameter / 2
volume = np.pi * radius**2 * length
side = volume**(1 / 3)


def rate(temp):
    return prefactor * np.exp(-barrier_ev * const.e / (const.k * temp))


def gas_flow(sccm, temp, pressure):
    return sccm * 1e-6 / 60 * const.atm / pressure * temp / 273.15


def damkohler_at(temp):
    return rate(temp) * volume / gas_flow(sccm_tube, temp, p_tube)


temp = brentq(lambda t: damkohler_at(t) - 1, 400, 900)
k = rate(temp)
flow = gas_flow(sccm_tube, temp, p_tube)
flow_chamber = gas_flow(sccm_chamber, temp, p_chamber)
tau = volume / flow
speed = length / tau
assert abs(flow_chamber / flow - 1) < 1e-12

# Conversion laws against integrated balances, also away from k*tau = 1
for da in (0.3, 1.0, 3.0):
    assert abs(plug_conversion(da / tau, volume, flow)
               - (1 - np.exp(-da))) < 1e-7
    assert abs(mixed_conversion(da / tau, volume, flow)
               - da / (1 + da)) < 1e-7
x_plug = plug_conversion(k, volume, flow)
x_mixed = mixed_conversion(k, volume, flow_chamber)
assert round(100 * x_plug) == 63 and abs(x_mixed - 0.5) < 1e-7

# Average concentration in the tube explains the conversion
mean_tube = quad(lambda f: 1 - plug_conversion(k, f * volume, flow),
                 0, 1, epsabs=1e-8)[0]
assert abs(k * tau * mean_tube - x_plug) < 1e-6
match_da = np.e - 1
assert abs(mixed_conversion(match_da / tau, volume, flow) - x_plug) < 1e-7


# Tracer pulse in the mixed vessel: exit fraction, mean time, survivors
def pulse(t, y):
    leaving = y[0] / tau
    return [-leaving, leaving, t * leaving, np.exp(-k * t) * leaving]


early = solve_ivp(pulse, (0, tau), [1, 0, 0, 0], **TIGHT).y[:, -1]
late = solve_ivp(pulse, (0, 40 * tau), [1, 0, 0, 0], **TIGHT).y[:, -1]
assert abs(early[0] - np.exp(-1)) < 1e-7
assert abs(late[2] / tau - 1) < 1e-6
assert abs((1 - late[3]) - x_mixed) < 1e-6

# Axial dispersion: formula against finite volumes, then both limits
diffusion = diff_ref * (temp / diff_temp)**1.75 * const.atm / p_tube
diffusion_chamber = diffusion * p_tube / p_chamber
pe_tube = speed * length / diffusion
pe_chamber = flow_chamber / (side * diffusion_chamber)
for pe in (pe_chamber, 3.0, pe_tube):
    assert abs(dispersion_conversion(1, pe) - dispersion_numeric(1, pe)) < 2e-4
assert abs(dispersion_conversion(1, 1e-3) - x_mixed) < 1e-3
assert abs(dispersion_conversion(1, 1e4) - x_plug) < 1e-3
x_axial = dispersion_conversion(1, pe_tube)
x_chamber = dispersion_conversion(1, pe_chamber)

# Gas expansion; atom order Hf, O, C, H
precursor = np.array([1, 4, 16, 36])
oxide, butene, water = map(np.array, ([1, 2, 0, 0], [0, 0, 4, 8], [0, 1, 0, 2]))
assert np.array_equal(precursor, oxide + 4 * butene + 2 * water)
extra_molecules = 4 + 2 - 1
eps = extra_molecules * feed_fraction
x_plug_exp = plug_conversion(k, volume, flow, eps)
x_mixed_exp = mixed_conversion(k, volume, flow, eps)
for e in (eps, 1.0):
    xp = plug_conversion(k, volume, flow, e)
    xm = mixed_conversion(k, volume, flow, e)
    assert abs((1 + e) * np.log(1 / (1 - xp)) - e * xp - 1) < 1e-6
    assert abs(xm * (1 + e * xm) / (1 - xm) - 1) < 1e-6

# Laminar profile: no-diffusion and fast-diffusion limits
segregated = quad(lambda s: np.exp(-s) / (2 * s**3), 0.5, np.inf)[0]
assert abs(laminar_conversion(1, 0) - (1 - segregated)) < 1e-3
assert abs(laminar_conversion(1, 1e3) - x_plug) < 1e-3
x_laminar = laminar_conversion(1, diffusion * tau / radius**2)

# Uniformly driven disk: centre value 1/4 and mean 1/8, for heat and flow
operator, area, _ = disk_operator(300, True)
profile = np.linalg.solve(operator, area)
assert abs(profile[0] - 1 / 4) < 1e-4
assert abs(profile @ area - 1 / 8) < 1e-4
bessel_zero = jn_zeros(0, 1)[0]
assert abs(eigh(operator, np.diag(area), eigvals_only=True)[0]
           / bessel_zero**2 - 1) < 1e-3
pressure_drop = 8 * viscosity * speed * length / radius**2
total_conc = p_tube / (const.R * temp)
heat_sink = k * feed_fraction * total_conc * reaction_heat
cooling = heat_sink * radius**2 / (4 * conductivity)

# Cold gas entering: slowest thermal mode with flow and axial conduction
alpha = conductivity / (total_conc * heat_cap)
half = speed / (2 * alpha)
decay = -half + np.sqrt(half**2 + (bessel_zero / radius)**2)
n_grid, span = 800, 0.2
h = span / n_grid
heat_matrix = (np.diag(np.full(n_grid - 1, 2 / h**2 + (bessel_zero / radius)**2))
               + np.diag(np.full(n_grid - 2, -1 / h**2 + half / h), 1)
               + np.diag(np.full(n_grid - 2, -1 / h**2 - half / h), -1))
source = np.zeros(n_grid - 1)
source[0] = 1 / h**2 + half / h
deficit = np.linalg.solve(heat_matrix, source)
assert abs(deficit[39] - np.exp(-decay * 40 * h)) < 1e-3


def local_action(x):
    local_temp = temp - (temp - inlet_temp) * np.exp(-decay * x)
    return rate(local_temp) * temp / local_temp * tau / length


da_cold = quad(local_action, 0, length, points=[0.02, 0.05, 0.1])[0]
x_cold = 1 - np.exp(-da_cold)

# Temperature error at fixed molar flow and pressure
shifted = [damkohler_at(temp + s) for s in (-5, 5)]

# Wall reaction: one-way molecular flux against a Maxwell average
molar_mass = precursor @ np.array([178.49, 15.999, 12.011, 1.008]) * 1e-3
sigma = np.sqrt(const.R * temp / molar_mass)
flux_speed = np.sqrt(8 * const.R * temp / (np.pi * molar_mass)) / 4
maxwell_flux = sigma * quad(lambda v: v * np.exp(-v * v / 2)
                            / np.sqrt(2 * np.pi), 0, np.inf)[0]
assert abs(flux_speed / maxwell_flux - 1) < 1e-7
wall_probability = 0.1 * k / (flux_speed * 4 / diameter)
free_path = const.k * temp / (np.sqrt(2) * np.pi * n2_diameter**2 * p_chamber)

print(f"Tube diameter, length: {diameter*100:.1f}, {length*100:.1f} cm")
print(f"Volume of each vessel: {volume*1e6:.0f} cm3")
print(f"Side of cubic chamber: {side*100:.2f} cm")
print(f"Tube pressure, feed: {p_tube/const.torr:.1f} Torr, {sccm_tube:.0f} sccm")
print(f"Chamber pressure, feed: {p_chamber/const.torr:.1f} Torr, "
      f"{sccm_chamber:.0f} sccm")
print(f"Rate prefactor: {prefactor:.1e} 1/s")
print(f"Activation energy: {barrier_ev:.2f} eV")
print(f"Temperature for k*tau = 1: {temp:.1f} K")
print(f"Actual gas flow in each vessel: {flow*1e6:.0f} cm3/s")
print(f"Mean residence time: {tau:.4f} s")
print(f"Rate constant: {k:.3f} 1/s")
print(f"k*tau: {k*tau:.4f} (no unit)")
print(f"Plug-flow conversion: {100*x_plug:.2f} %")
print(f"Mixed conversion: {100*x_mixed:.2f} %")
print(f"Mean concentration / feed, tube: {mean_tube:.4f} (no unit)")
print(f"Mean concentration / feed, mixed: {x_mixed/(k*tau):.4f} (no unit)")
print(f"Mixed: fraction leaving before tau: {100*early[1]:.2f} %")
print(f"Mixed k*tau to match plug flow: {match_da:.4f} (no unit)")
print(f"Precursor mole fraction in feed: {100*feed_fraction:.1f} %")
print(f"Extra gas molecules per decomposition: {extra_molecules} (count)")
print(f"Expansion parameter eps: {eps:.3f} (no unit)")
print(f"With expansion, plug conversion: {100*x_plug_exp:.2f} %")
print(f"With expansion, mixed conversion: {100*x_mixed_exp:.2f} %")
print(f"Reference diffusion, 300 K, 1 atm: {diff_ref*1e4:.3f} cm2/s")
print(f"Diffusion coefficient, tube: {diffusion*1e4:.0f} cm2/s")
print(f"Diffusion coefficient, chamber: {diffusion_chamber*1e4:.0f} cm2/s")
print(f"Pe of tube: {pe_tube:.1f} (no unit)")
print(f"Pe of chamber: {pe_chamber:.3f} (no unit)")
print(f"Tube conversion with axial diffusion: {100*x_axial:.2f} %")
print(f"Chamber conversion, diffusion mixing: {100*x_chamber:.2f} %")
print(f"Tube conversion with laminar profile: {100*x_laminar:.2f} %")
print(f"Laminar, no diffusion at all: {100*(1-segregated):.2f} %")
for shift, da in zip((-5, 5), shifted):
    print(f"At {shift:+d} K: k*tau {da:.3f}, plug {100*(1-np.exp(-da)):.1f} %, "
          f"mixed {100*da/(1+da):.1f} %")
print(f"Inlet gas temperature: {inlet_temp:.0f} K")
print(f"Gas heating length (1/e): {1000/decay:.1f} mm")
print(f"Tube conversion with cold entry: {100*x_cold:.1f} %")
print(f"Assumed heat taken up by reaction: {reaction_heat/1000:.0f} kJ/mol")
print(f"Largest cooling on tube axis: {cooling:.2f} K")
print(f"Tube pressure drop: {pressure_drop/const.torr:.4f} Torr")
print(f"Wall reaction probability adding 10 % to k: {wall_probability:.1e} (no unit)")
print(f"Nitrogen mean free path in chamber: {free_path*1000:.2f} mm")
print("checks complete")
```

It prints:

```
Tube diameter, length: 5.0, 50.0 cm
Volume of each vessel: 982 cm3
Side of cubic chamber: 9.94 cm
Tube pressure, feed: 1.0 Torr, 100 sccm
Chamber pressure, feed: 0.1 Torr, 10 sccm
Rate prefactor: 1.0e+13 1/s
Activation energy: 1.50 eV
Temperature for k*tau = 1: 602.6 K
Actual gas flow in each vessel: 2794 cm3/s
Mean residence time: 0.3513 s
Rate constant: 2.846 1/s
k*tau: 1.0000 (no unit)
Plug-flow conversion: 63.21 %
Mixed conversion: 50.00 %
Mean concentration / feed, tube: 0.6321 (no unit)
Mean concentration / feed, mixed: 0.5000 (no unit)
Mixed: fraction leaving before tau: 63.21 %
Mixed k*tau to match plug flow: 1.7183 (no unit)
Precursor mole fraction in feed: 1.0 %
Extra gas molecules per decomposition: 5 (count)
Expansion parameter eps: 0.050 (no unit)
With expansion, plug conversion: 62.55 %
With expansion, mixed conversion: 49.39 %
Reference diffusion, 300 K, 1 atm: 0.050 cm2/s
Diffusion coefficient, tube: 129 cm2/s
Diffusion coefficient, chamber: 1288 cm2/s
Pe of tube: 55.3 (no unit)
Pe of chamber: 0.218 (no unit)
Tube conversion with axial diffusion: 62.58 %
Chamber conversion, diffusion mixing: 50.86 %
Tube conversion with laminar profile: 63.11 %
Laminar, no diffusion at all: 55.68 %
At -5 K: k*tau 0.792, plug 54.7 %, mixed 44.2 %
At +5 K: k*tau 1.258, plug 71.6 %, mixed 55.7 %
Inlet gas temperature: 400 K
Gas heating length (1/e): 11.9 mm
Tube conversion with cold entry: 60.6 %
Assumed heat taken up by reaction: 200 kJ/mol
Largest cooling on tube axis: 0.54 K
Tube pressure drop: 0.0020 Torr
Wall reaction probability adding 10 % to k: 8.6e-05 (no unit)
Nitrogen mean free path in chamber: 1.03 mm
checks complete
```
